# Thermal moment and Schottky peak of a two-level magnetic atom

## Problem

An atom has two groups of magnetic states. The low-moment level L has energy 0, $g_L$ states and squared moment $m_L^2$. The high-moment level H has energy $\Delta>0$, $g_H$ states and squared moment $m_H^2>m_L^2$. The atom is in equilibrium at temperature $T$, in zero magnetic field, and does not interact with other atoms.

(a) Find the mean-square moment $\langle m^2\rangle$ and its limits at low and high temperature.

(b) Find the heat capacity $C$ at fixed $\Delta$, and relate it to the slope of $\langle m^2\rangle$.

(c) Show that $C$ has one maximum. Find the equation for its position and a formula for its height.

(d) Evaluate the results for $\Delta=40$ meV and spins $S_L=1/2$, $S_H=3/2$, with g-factor 2. These are round parameters in the rough regime of face-centred cubic (fcc) iron.

(e) The atom is heated rapidly from 300 to 1200 K. How much energy can the two levels absorb, and when do they absorb it?

(f) Estimate the main effects that the model leaves out.

**Convention.** For spin $S$ and g-factor 2, the squared moment is the eigenvalue $m^2=4S(S+1)$ in units of $\mu_B^2$, and the degeneracy is $2S+1$. The largest component along an axis is $2S\,\mu_B$, which is smaller than $\sqrt{m^2}$.

## Solution

### (a) Mean-square moment

Let $k$ be Boltzmann's constant and define

$$r=\frac{g_H}{g_L},\qquad x=\frac{\Delta}{kT}.$$

Each state carries a Boltzmann weight, so the partition function is

$$Z=g_L+g_He^{-x}=g_L\left(1+re^{-x}\right).$$

The probability of finding the atom in any of its high-moment states is

$$p=\frac{g_He^{-x}}{Z}=\frac{re^{-x}}{1+re^{-x}}.$$

The low level has probability $1-p$. Therefore

$$\langle m^2\rangle=(1-p)m_L^2+p\,m_H^2=\frac{m_L^2+re^{-x}m_H^2}{1+re^{-x}}.$$

When $T\to0$, $x\to\infty$ and $\langle m^2\rangle\to m_L^2$. When $T\to\infty$, $x\to0$ and

$$\langle m^2\rangle\to\frac{g_Lm_L^2+g_Hm_H^2}{g_L+g_H}.$$

The hot limit is a degeneracy-weighted mean. It lies below $m_H^2$, because heating makes all states equally likely and does not empty the low level.

The average moment vector is zero, since in zero field opposite directions are equally likely. The mean square can still be observed through the susceptibility. Let a weak field $B$ along $z$ add the energy $-M_zB$, and suppose that $M_z$ commutes with the atom's Hamiltonian. Differentiating the Boltzmann average of $M_z$ with respect to $B$ gives, at zero field,

$$\chi=\frac{\partial\langle M_z\rangle}{\partial B}=\frac{\langle M_z^2\rangle}{kT}=\frac{\langle m^2\rangle}{3kT}.$$

The last step uses the equivalence of the three axes. The Curie law thus acquires a temperature-dependent moment.

### (b) Heat capacity

The mean energy is $U=\Delta p$. To differentiate $p$, start from

$$\frac{p}{1-p}=re^{-x},\qquad \ln p-\ln(1-p)=\ln r-x.$$

Differentiating the second form with respect to $x$ gives

$$\left(\frac1p+\frac1{1-p}\right)\frac{dp}{dx}=-1,
\qquad \frac{dp}{dx}=-p(1-p).$$

At fixed $\Delta$, $dx/dT=-\Delta/(kT^2)=-x/T$. The two minus signs cancel:

$$C=\Delta\frac{dp}{dx}\frac{dx}{dT}
=\frac{\Delta x}{T}p(1-p)=k\,x^2p(1-p),$$

because $\Delta/T=kx$. Inserting $p$ gives the Schottky formula

$$C=k\frac{x^2re^{-x}}{(1+re^{-x})^2}.$$

At low temperature $C\simeq krx^2e^{-x}$: few atoms can be excited. At high temperature $C\simeq kx^2r/(1+r)^2$, which falls as $1/T^2$: the populations are nearly saturated.

Since $\langle m^2\rangle=m_L^2+(m_H^2-m_L^2)p$ and $C=\Delta\,dp/dT$,

$$\frac{d\langle m^2\rangle}{dT}=\frac{m_H^2-m_L^2}{\Delta}\,C.$$

At fixed $\Delta$ the mean-square moment therefore rises fastest at the temperature of the heat-capacity peak.

The area under $C/T$ is fixed by counting states. The entropy grows from $k\ln g_L$ to $k\ln(g_L+g_H)$, so

$$\int_0^\infty\frac{C}{T}\,dT=k\ln(1+r).$$

The gap sets where this entropy is released, not how much there is.

### (c) Position and height of the peak

Take the logarithm of $C/k=x^2p(1-p)$ and differentiate. From $dp/dx=-p(1-p)$ we have $d\ln p/dx=-(1-p)$ and $d\ln(1-p)/dx=p$. Hence

$$\frac{d\ln C}{dx}=\frac2x-(1-p)+p=\frac2x-1+2p.$$

For $x\le2$ this is positive, so a stationary point needs $x>2$. Setting the derivative to zero gives

$$p=\frac{x-2}{2x},\qquad 1-p=\frac{x+2}{2x}.$$

The ratio $p/(1-p)$ equals $re^{-x}$, so the position $x_*$ obeys

$$re^{-x_*}=\frac{x_*-2}{x_*+2}.$$

To count the roots, write the condition as

$$\ln r=x+\ln\frac{x-2}{x+2}.$$

For $x>2$ the right-hand side has the derivative

$$1+\frac1{x-2}-\frac1{x+2}=1+\frac4{x^2-4}=\frac{x^2}{x^2-4}>0.$$

It rises from $-\infty$ at $x\to2$ to $+\infty$ at $x\to\infty$, and so takes the value $\ln r$ once. Because $C$ is positive and vanishes at both ends of the temperature range, this single stationary point is a maximum.

Its height follows by inserting the two populations:

$$C_{\max}=kx_*^2\,\frac{x_*-2}{2x_*}\,\frac{x_*+2}{2x_*}
=k\left(\frac{x_*^2}{4}-1\right),\qquad T_*=\frac{\Delta}{kx_*}.$$

The height depends on $r$ alone; the gap only scales the temperature.

Two limits show the role of degeneracy. For $r\ll1$, $x_*$ is close to 2 and the peak condition becomes $(x_*-2)/4\simeq re^{-2}$. Then $C_{\max}/k=(x_*-2)(x_*+2)/4\simeq x_*-2\simeq4re^{-2}$, a small peak. For $\ln r\gg1$, $x_*\simeq\ln r$ and $C_{\max}/k\simeq(\ln r)^2/4$ to leading order.

At the peak $p=1/2-1/x_*$, so fewer than half the atoms are in the high level. Equal populations need $re^{-x}=1$, or $T=\Delta/(k\ln r)$, which is a positive temperature only if $r>1$.

### (d) Numbers

The degeneracies are 2 and 4, so $r=2$. The squared moments are

$$m_L^2=4\cdot\tfrac12\cdot\tfrac32=3\,\mu_B^2,\qquad
m_H^2=4\cdot\tfrac32\cdot\tfrac52=15\,\mu_B^2.$$

Solving $2e^{-x}=(x-2)/(x+2)$ numerically gives $x_*=2.6547$; both sides are then 0.1406. With $\Delta/k=464.2$ K,

$$T_*=\frac{464.2\text{ K}}{2.6547}=174.9\text{ K},$$

$$\frac{C_{\max}}k=\frac{2.6547^2}{4}-1=0.762.$$

Per mole of atoms, the peak is 6.33 J/(mol K). The high-level population there is $0.6547/(2\times2.6547)=0.123$, and

$$\langle m^2\rangle=3+12\times0.1233=4.48\,\mu_B^2.$$

The formulas of parts (a) and (b) give, at other temperatures:

| $T$ (K) | $p$ | $\langle m^2\rangle$ ($\mu_B^2$) | $C/k$ |
|---:|---:|---:|---:|
| 100 | 0.019 | 3.23 | 0.400 |
| 174.9 | 0.123 | 4.48 | 0.762 |
| 300 | 0.299 | 6.58 | 0.501 |
| 600 | 0.480 | 8.76 | 0.149 |
| 1200 | 0.576 | 9.91 | 0.037 |

The root-mean-square moment grows from 1.73 $\mu_B$ in the cold limit to 2.57 $\mu_B$ at 300 K and 3.15 $\mu_B$ at 1200 K. The hot limit of the mean square is $(2\times3+4\times15)/6=11\,\mu_B^2$. The populations become equal at $464.2/\ln2=670$ K, far above the heat-capacity peak.

### (e) Rapid heating

If the populations reach equilibrium at both temperatures, the energy taken up per atom at fixed gap is

$$\Delta\,[p(1200\text{ K})-p(300\text{ K})]
=40\,(0.5760-0.2986)=11.1\text{ meV}.$$

For comparison, a classical lattice takes up $3k\times900\text{ K}=233$ meV per atom. The moment change is large, but its energy cost is about 5% of the lattice energy.

The time of this uptake depends on the transition rates. Let $w_\uparrow$ be the rate from L to H and $w_\downarrow$ the reverse rate. Then

$$\frac{dp}{dt}=w_\uparrow(1-p)-w_\downarrow p
=-\frac{p-p_{\rm eq}}{\tau},$$

$$\tau=\frac1{w_\uparrow+w_\downarrow},\qquad
p_{\rm eq}=\frac{w_\uparrow}{w_\uparrow+w_\downarrow}.$$

For a bath that drives the transitions at temperature $T$, $p_{\rm eq}$ must be the equilibrium population, so $w_\uparrow/w_\downarrow=re^{-x}$. After a sudden temperature step the rates are constant, and the difference $p-p_{\rm eq}$ decays as $e^{-t/\tau}$.

At times much shorter than $\tau$, the atom keeps its 300 K value $\langle m^2\rangle=6.58\,\mu_B^2$ and the levels absorb almost nothing. At times much longer than $\tau$, they have absorbed the 11.1 meV. The equilibrium heat capacity therefore describes an ultrafast experiment only when the bath temperature changes slowly compared with $\tau$.

### (f) What the model leaves out

The inputs below are rough, and each effect is taken separately.

**Other heat capacities.** A Debye lattice with Debye temperature 400 K contributes $2.34k$ per atom at 174.9 K. Conduction electrons with a coefficient of 5 mJ/(mol K²) contribute $0.105k$. The Schottky peak of $0.762k$ is thus about a third of the lattice term. The lattice term itself rises with temperature in this range, so the background must be subtracted to find the position of the Schottky peak.

**Spread of gaps.** Different surroundings give different gaps. Averaging $C$ numerically over a Gaussian distribution with mean 40 meV and standard deviation 10 meV lowers the peak to $0.687k$, a reduction of 10%, and moves it to 177 K.

**Exchange.** Let neighbouring spins have the energy $J\,\mathbf S_i\cdot\mathbf S_j$ with $J>0$, and assume the same $J$ for every bond, whichever levels the two atoms occupy. An fcc atom has 12 neighbours. In the favoured antiferromagnetic pattern 8 are antiparallel and 4 parallel, a net of 4 antiparallel neighbours. The mean field on a spin is then $4J\langle S\rangle$. The Curie response $\langle S\rangle=S(S+1)\,4J\langle S\rangle/(3kT)$ gives the ordering temperature

$$kT_{\rm ord}=\frac{4JS(S+1)}3.$$

Take $T_{\rm ord}=50$ K. At that temperature nearly all atoms are in the low level, so $S=1/2$ and the mean-field estimate is $J=kT_{\rm ord}=4.31$ meV. This value is probably too small. Mean-field theory ignores correlations between neighbours and overestimates the ordering temperature, strongly so on the frustrated fcc lattice: for classical spins the true value is less than half the mean-field one. A given $T_{\rm ord}$ then requires a larger $J$.

To estimate the effect at 174.9 K, the 36 states of one coupled pair were found by numerical diagonalization. The pair's change in $C$ was multiplied by the 6 bonds per atom, and the change in one atom's $m^2$ by its 12 bonds. This lowest cluster estimate raises $\langle m^2\rangle$ by $0.76\,\mu_B^2$, or 17%, and changes $C$ by $+0.012k$. It is not converged: adding all connected clusters of three atoms gives $+0.61\,\mu_B^2$, or 14%, and $-0.06k$. Clusters of four and five atoms give $+0.68$ and $+0.64\,\mu_B^2$, and $-0.01k$ and $-0.05k$. The rise of the moment is therefore known only roughly, as 14 to 15%. The tiny pair value for $C$ comes from a cancellation, and even the sign of that change is not settled by the pair estimate. The uncertainty in $J$ matters more: with twice the mean-field $J$, the three-atom estimate of the rise grows from $0.61$ to about $3.7\,\mu_B^2$, and independent atoms are then a poor approximation near the peak (clusters of two to five atoms give values between 3.3 and 3.9 $\mu_B^2$). The assumption of a single $J$ also matters. In two-state descriptions of fcc iron the high-moment state is ferromagnetic. Reversing the sign of the mean-field $J$ on bonds between two high-moment atoms changes the three-atom rise from $0.61$ to $1.09\,\mu_B^2$, and it is still growing, to $1.70\,\mu_B^2$, at five atoms. All these changes are taken at the fixed temperature 174.9 K; the shift of the peak and its new height were not computed.

**Thermal expansion.** Suppose the high-moment atom prefers a volume larger by the fraction $v=0.05$. Give both levels the elastic energy $K_B(V-V_s)^2/(2V_0)$, where $K_B$ is the bulk modulus, $V_s$ the preferred volume of level $s$, and $V_0$ the low-level volume. Subtracting the two energies and differentiating gives

$$\frac{d\Delta}{dV}=\frac{K_B}{V_0}\left[(V-V_H)-(V-V_L)\right]=-K_Bv.$$

With linear expansion coefficient $\alpha$, $dV/dT=3\alpha V_0$, so

$$\frac{d\Delta}{dT}=-3\alpha K_BV_0v.$$

For $\alpha=2\times10^{-5}$ K⁻¹, $K_B=150$ GPa and $V_0=12$ Å³, the slope is $-0.034$ meV/K. Let the gap be 40 meV at 174.9 K. It then falls to 35.8 meV at 300 K and to 5.4 meV at 1200 K. The mean-square moment at 1200 K becomes $10.9\,\mu_B^2$ instead of 9.9, an increase of only about 10%, because the fixed-gap value was already near the hot limit of 11.

A moving gap also changes the slope of the moment. Now $dx/dT=-(x/T)[1-(T/\Delta)\,d\Delta/dT]$, and the bracket equals $1+174.9\times0.0337/40=1.15$ at 174.9 K. The moment there rises 15% faster than at fixed gap. The energy in part (e) likewise belongs to a fixed gap.

**Comparison with fcc iron.** A gap of tens of meV and a high-level saturation moment near $3\,\mu_B$ are of the size used in two-state descriptions of fcc iron, but neither is a precise material constant. Ordinary bulk iron is fcc only at high temperature, between roughly 1200 and 1670 K, so the 175 K peak is not a prediction for it. It could concern only an fcc phase stabilized to low temperature, for example by alloying or in small precipitates. Iron's magnetic electrons are also itinerant: its moments vary continuously, and the degeneracies 2 and 4 are atomic assumptions. Of the shifts estimated here, the largest relative one in $\langle m^2\rangle$ is that from exchange near the peak: roughly 15% with the mean-field $J$ on every bond, and much more if $J$ is larger, as is likely, or if high-moment neighbours couple ferromagnetically. The gap itself is changed most by expansion at high temperature. The error from replacing itinerant electrons by two sharp levels has not been estimated.
